# Threading-dislocation density in a steadily relaxing graded buffer

Below a thin surface zone, a model graded buffer, whose parameters are given later, contains 21 misfit dislocations per µm² of vertical cross-section, in each of two directions. Its surface is pierced by 0.010 threading dislocations per µm², one for every hundred square micrometres. How do so few threads produce so many lines, and what sets their number?

A misfit dislocation is the trail of a moving thread. The thread runs from the trail up to the surface, and as it glides sideways the trail lengthens. The question is therefore how much trail the film needs per second, and how fast a thread can supply it.

## One direction, fixed thickness

Take a film of width $X$ along $x$ and length $Y$ along $y$, with trails along $y$ only. I count strains as positive magnitudes, so the same equations serve for compression and tension.

Each trail shifts the film above it relative to the material below by $b_e$, the in-plane component of the Burgers vector perpendicular to the trail. If $n$ trails run the whole length, the plastic strain along $x$ is

$$\delta=\frac{n b_e}{X}=b_eN,$$

with $N$ the number of trails per unit width. If the trails are incomplete, the number met by a line drawn along $x$ depends on its position. Averaged over $y$, it is the total trail length divided by $Y$, so $N$ equals the trail length per unit film area.

Let $\rho$ be the number of mobile threads per area and $v$ their mean speed along the trails. In time $dt$ they add trail length $\rho v\,dt$ per area, so

$$\frac{d\delta}{dt}=b_e\rho v .$$

As a limit, let one thread cross the whole film. Then $\rho=1/(XY)$, the distance is $Y$, and $\delta=b_eY/(XY)=b_e/X$, the strain of one complete line.

For $b_e$, take a 60° dislocation, whose Burgers vector of length $b$ makes that angle with its trail. In a cubic crystal with a (001) surface, one example has

- glide-plane normal $(1,1,1)/\sqrt3$,
- Burgers direction $(1,0,-1)/\sqrt2$,
- in-plane direction across the trail $(1,1,0)/\sqrt2$.

The last two have scalar product $1/2$, so $b_e=b/2$. With $b=0.38$ nm, $b_e=0.19$ nm.

## Two directions

A cubic film must relax along both $x$ and $y$. Trails along $y$ relieve strain along $x$, and the reverse. For equal relaxation each direction needs the trail flux $(1/b_e)\,d\delta/dt$. The two together must equal the flux supplied by all threads:

$$\rho v=\frac{2}{b_e}\frac{d\delta}{dt},\qquad \frac{d\delta}{dt}=\frac{b_e\rho v}{2}. \tag{1}$$

The factor 2 comes from the two directions, and $\rho$ counts the mobile threads of both. All trails are taken to relieve misfit.

The factor can be seen by counting. I placed 40 000 threads at random in a unit square with periodic edges, sent each at random along $+x$, $-x$, $+y$ or $-y$, and drew run lengths from an exponential distribution of mean 0.02. For each of the two trail directions I drew 300 random probe lines across the square. The mean number of trails met per line, divided by the total trail length of both directions together, was 0.494 and 0.504. The spread about one half is that of a random sample.

## A growing, graded film

Now let the film grow at rate $R$, so that its thickness obeys $dh/dt=R$, and let the misfit rise with height as $f(z)=gz$. The grading rate $g$ is a strain per length.

A new layer grows on the lattice that lies beneath it, and every buried trail has already shifted that lattice. The plastic strain at the surface therefore counts all trails, whatever their height. The elastic strain at the surface is what remains of the misfit:

$$\varepsilon_s=gh-\delta .$$

Differentiating, with $dh/dt=R$ and equation (1),

$$\frac{d\varepsilon_s}{dt}=gR-\frac{b_e\rho v}{2}. \tag{2}$$

In steady relaxation the left side is zero, and

$$\boxed{\rho=\frac{2gR}{b_e v}} \tag{3}$$

Two limits show what this says. With no mobile threads, equation (2) gives $\varepsilon_s=gh$, a fully strained film. With $g=0$, a layer of constant composition, the balance asks for no flux. The driving force derived below still grows with the thickness of a strained layer, so threads keep moving while such a layer grows, and its strain decays towards zero; they come to rest only in that limit.

The example has $g=0.40\,\%$ per µm, or $4.0\times10^3$ m⁻¹, and $R=1.0$ nm/s. The required strain rate is $gR=4.0\times10^{-6}$ s⁻¹. With the glide speed $v=4.163$ µm/s found below,

$$\rho=\frac{2(4.0\times10^{-6}\ \mathrm{s^{-1}})}{(0.19\times10^{-9}\ \mathrm m)(4.163\times10^{-6}\ \mathrm{m/s})}
=1.01\times10^{10}\ \mathrm{m^{-2}},$$

which is $1.0\times10^6$ cm⁻².

This answers the first half of the opening question. While the film grows by 1 µm, which takes 1000 s, each thread runs 4163 µm. Multiplied by 0.0101 threads per µm², this gives 42 µm of trail per µm² of film, or 21 µm in each direction. Few threads suffice because each travels millimetres.

Equation (3) does not yet predict a density, because it fixes only the product $\rho v$. The speed depends on stress, and the stress depends on how far relaxation lags behind growth.

## Where the trails lie

To find the stress I need the strain at each depth. I use isotropic elasticity and average the strain over the plane of the film. For equal strains $\varepsilon$ along $x$ and $y$, the stress along each is $M\varepsilon$, with shear modulus $\mu$, Poisson ratio $\nu$ and

$$M=\frac{2\mu(1+\nu)}{1-\nu}.$$

For $\mu=60$ GPa and $\nu=0.25$, $M=200$ GPa.

Add one trail at height $z'$ to a film of large width $X$. Above it the strain across the trail falls by $b_e/X$. A layer of thickness $dz$ then releases the energy $M\varepsilon\,(b_e/X)\,X\,dz$ per unit trail length, and $X$ cancels. The term quadratic in $b_e/X$ vanishes for large $X$. After paying the line energy $\Gamma$ of the trail, the net driving force on the thread is

$$F(z')=b_eM\int_{z'}^{h}\varepsilon(z)\,dz-\Gamma .$$

I take $\Gamma$ as constant and let the trail choose its height freely. Then $dF/dz'=-b_eM\varepsilon(z')$. The force is greatest where the elastic strain vanishes, with positive strain above.

A trail laid there lowers the strain of everything above it, so the point of zero strain moves up and the next trail lies higher. Below this point the misfit is fully relieved: $gz=b_eN(z)$, where $N(z)$ counts the trails below $z$. Differentiation gives

$$\frac{dN}{dz}=\frac{g}{b_e}=\frac{4.0\times10^{3}\ \mathrm{m^{-1}}}{0.19\times10^{-9}\ \mathrm m}=21\ \mathrm{\mu m^{-2}},$$

the line density of the opening. Above it lies a line-free zone of thickness $w$, in which the strain rises linearly from zero to $\varepsilon_s=gw$. The integral of this strain is $gw^2/2$, so

$$F=\frac{b_eMgw^2}{2}-\Gamma. \tag{4}$$

In the limit of very slow growth at fixed $\rho$, the threads hardly need to move and $F$ tends to zero. The zone then shrinks to

$$w_0=\sqrt{\frac{2\Gamma}{b_eMg}} .$$

For the line energy I use the isotropic expression for a 60° dislocation, with an inner radius $b$ and an outer cutoff $r_o=300$ nm:

$$\Gamma=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\ln\frac{r_o}{b}=5.75\times10^{-9}\ \mathrm{J/m},$$

or 36 eV/nm. This gives $w_0=275$ nm. Even infinitely slow growth leaves a strained surface in this model, because a trail nearer the surface would cost more than it releases.

## From force to speed

The thread crosses the zone on a plane inclined at $\varphi$ to the surface. The plane normal gives $\cos\varphi=1/\sqrt3$, so $\sin\varphi=\sqrt{2/3}=0.816$. I take the thread to be perpendicular to its trail within this plane, so that its length is $w/\sin\varphi$. A mean excess shear stress $\tau$ does work $\tau b\,w/\sin\varphi$ per unit advance. Setting this equal to $F$,

$$\tau=\frac{F\sin\varphi}{bw}=\frac{SMgw}{2}-\frac{\Gamma\sin\varphi}{bw},\qquad S=\frac{b_e\sin\varphi}{b}=0.408. \tag{5}$$

The factor $S$ is also the Schmid factor: resolving a unit biaxial stress on the plane and Burgers direction listed earlier gives $1/\sqrt6=0.408$. Force and energy thus give the same result.

Multiplying equation (5) by $w$ gives a quadratic whose positive root is

$$w=\frac{\tau+\sqrt{\tau^2+2SMg\,\Gamma\sin\varphi/b}}{SMg}.$$

I choose an excess stress of 10 MPa, which gives $w=307$ nm and $\varepsilon_s=gw=0.123\,\%$. The resolved misfit stress averages 50.2 MPa over the zone, and the line energy takes back 40.2 MPa. Most of the stress serves to pay for trail, and a fifth of it drives motion.

For the speed I take thermally activated glide, linear in stress:

$$v=v_0\frac{\tau}{\tau_0}e^{-U/k_BT}.$$

With $v_0=5.0\times10^4$ m/s at $\tau_0=10$ MPa, $U=2.20$ eV and $T=1100$ K, this gives the speed of 4.163 µm/s used above.

## Does the film reach the steady state?

So far I have assumed it. Let the density be fixed and the zone free to change. Since $\varepsilon_s=gw$, dividing equation (2) by $gR$ gives

$$\frac{dw}{dh}=1-\frac{b_e\rho\,v(w)}{2gR}. \tag{6}$$

Put $w=w_s+\eta$, where $w_s$ is the steady value and $\eta$ is small. To first order $v(w)=v(w_s)+v'(w_s)\eta$. The constant terms cancel by equation (3), which also gives $b_e\rho/(2gR)=1/v(w_s)$. What remains is

$$\frac{d\eta}{dh}=-\frac{\eta}{\ell},\qquad \ell=\frac{v(w_s)}{v'(w_s)} .$$

A thicker zone drives threads faster, so $v'>0$ and the disturbance decays. For linear glide $\ell=\tau/(d\tau/dw)$. Differentiating equation (5), the slope is the sum of the two stress terms divided by $w$:

$$\ell=\frac{10.0\ \mathrm{MPa}}{(50.2+40.2)\ \mathrm{MPa}/307\ \mathrm{nm}}=34\ \mathrm{nm}.$$

A small disturbance is forgotten within a few times this growth distance, much less than the 2.5 µm thickness of the buffer. This holds for the strain averaged over the plane. The buried lines lie about $1/\sqrt{21}$ µm $=0.22$ µm apart, comparable with $w$, and those laid during 34 nm of growth are 1.4 µm apart. A thread therefore meets a local stress that can scatter by as much as the 10 MPa drive or more, and the smooth profile and $\ell$ describe only averages over many square micrometres.

Equation (6) already assumes the ordered strain profile. To see whether that profile forms by itself, I grew the film numerically in layers of 0.5 nm up to 2 µm. After each layer, threads of density $1.011\times10^6$ cm⁻² laid trail at the height of greatest energy release, at the speed given by the glide law. Averaged over the last 200 nm of growth, the speed was 4.163 µm/s and the zone thickness 306.6 nm. The buried line density was 21.05 µm⁻² per direction.

In a second run the growth rate rose suddenly by a factor 1.2. The decay distance at the new steady state is 41.6 nm. After that much growth, 0.362 of the disturbance in surface strain was left, close to $1/e=0.368$.

## What is held fixed?

The proportionality of $\rho$ to $gR/v$ can now be read in three ways, all at fixed temperature.

**Fixed excess stress.** Then $v$ is fixed and $\rho\propto gR$. In the layer-by-layer calculation, doubling both $R$ and $\rho$ left the stress at 10.0 MPa, and so did doubling both $g$ and $\rho$. The surface strain is not fixed here. Near $\tau=0$ it is $gw_0$, which grows as $\sqrt g$.

**Fixed density.** If no new threads appear, the speed must follow $gR$, and with linear glide so must the excess stress. Doubling $R$ alone raised it to 20.0 MPa. Faster growth does not by itself create threads; it raises the stress, which may then activate sources.

**Fixed surface strain.** Substituting $w=\varepsilon_s/g$ in equation (5),

$$\tau=\frac{SM\varepsilon_s}{2}-\frac{\Gamma g\sin\varphi}{b\varepsilon_s}.$$

Steeper grading thins the zone, and the line energy weighs more. For $g$ larger by a factor 1.1, the second term rises from 40.2 to 44.2 MPa and the excess falls to 5.98 MPa. The density must rise by

$$1.1\times\frac{10.0}{5.98}=1.84,$$

not by 1.1. At $g$ larger by $50.2/40.2=1.25$ the excess stress vanishes. No finite density can then hold this surface strain, and the strain has to rise.

Equation (3) holds in all three cases. What differs is whether density, stress or strain responds, and that depends on sources and obstacles outside the balance.

## What the model leaves out

**Temperature and composition.** At fixed excess stress, growth 10 K colder needs a density higher by a factor $\exp[(U/k_B)(1/1090\ \mathrm K-1/1100\ \mathrm K)]=1.24$. A barrier lower by 0.1 eV speeds glide by $\exp(0.1\ \mathrm{eV}/k_BT)=2.9$ and lowers the required density by the same factor. Where the barrier changes through the graded layer, the steady state drifts with it.

**Line energy.** Doubling the outer cutoff at fixed excess stress thickens the zone from 307 to 321 nm. The density does not change, since $v$ is unchanged under the glide law used here. That law ignores the length of the thread, about 0.38 µm. A thread shorter than the distance between kink collisions moves at a speed proportional to its length, and real threads of this size may be in that regime. The density would then fall by 4 % in this case, and the factor 1.84 found at fixed surface strain would become 2.0.

**The wafer edge.** At the steady speed, a thread would travel $vt=10.4$ mm in the 2500 s of growth. This overstates the distance, because the misfit of the top zone stays unrelieved: the plastic strain reached is $g(h-w)$, so the true run is $10.4\ \mathrm{mm}\times(2.5-0.307)/2.5=9.1$ mm. On a wafer of radius $r_w=100$ mm, threads moving in one direction leave from a strip of area about $2r_wvt$. The fraction lost is therefore about $2vt/(\pi r_w)=6.6\,\%$ if $vt\ll r_w$, or $5.8\,\%$ with the shorter run.

**Blocking.** A gliding thread must cross trails of the other direction. The stress of one such line at distance $r$ is roughly $\mu b/[2\pi(1-\nu)r]$, with surface screening and orientation ignored. At $r=w$ it is 16 MPa. The part resolved on the thread's glide system is smaller there, at most 5 to 10 MPa depending on the Burgers vector of the line, but it grows as $1/r$ towards the line. This is comparable with the 10 MPa that drives the thread, so a single line may slow or even stop it. The estimate does not say how often. Blocked threads add to the total but not to the $\rho$ of equation (3). If half are blocked, the total density is twice the mobile density.

**Encounters.** The same stress equals 10 MPa at $r=484$ nm. A thread that sweeps a band of this half-width passes about $2r\rho vt\approx100$ others during growth. The count is rough: the assumed range exceeds the zone thickness, and the free surface and the finite length of the threads, both ignored here, can change it. Only pairs with suitable Burgers vectors can annihilate. To the extent that they do, a constant density requires sources that replace the losses.

The parameters lie roughly in the regime of silicon-germanium buffers on silicon. There $0.4\,\%$ misfit per µm corresponds to about 10 % germanium per µm, and good buffers have threading densities of roughly $10^5$ to $10^6$ cm⁻². The model value lies at the upper end of that range, but this is not a prediction, because the excess stress and the speed prefactor were chosen. Two of the effects left out above bear on such a comparison. The glide barrier falls as germanium is added, which can lower the required density by a factor of about three per 0.1 eV. Blocking raises the total density, by a factor of two if half the threads are stopped. Slower grading, slower growth or a higher temperature lowers the density needed at a given excess stress. The density present falls accordingly only if surplus threads can annihilate or leave, and if the hotter surface stays smooth and opens no new sources.
